# Image and cosine series for transient stress in a blocked line: a program that tests the result

```python
"""Transient electromigration stress in a finite line blocked at both ends.

Result under test: with xi = x/L, tau = kappa t/L^2, s = (sigma - sigma_T)/(G L),
the problem s_tau = s_xixi, s_xi = -1 at xi = 0 and 1, s = 0 at tau = 0 has two
equal solutions:
  images : sum_m (-1)^m [f(m+xi) - f(m+1-xi)],  f(a) = 2 sqrt(tau) ierfc(a/(2 sqrt(tau)))
  cosines: 1/2 - xi - sum_(n odd) 4/(n pi)^2 cos(n pi xi) exp(-n^2 pi^2 tau)
M image levels up to tau* = M/(2 pi (2N+1)) and N cosines afterwards give a
uniformly accurate method.  kappa = D B Omega/(k T), G = e Z rho j/Omega.
Tension is positive; electrons flow from x = 0 (cathode) to x = L (anode).
"""
import numpy as np
import mpmath as mp
from scipy import constants as const
from scipy.integrate import solve_ivp
from scipy.optimize import brentq
from scipy.special import erfcx

PI = np.pi


def level(a, tau):
    """Half-line response f(a) to a unit gradient imposed at distance a."""
    z = a / (2 * np.sqrt(tau))
    ierfc = np.exp(-z * z) * (1 / np.sqrt(PI) - z * erfcx(z))
    return 2 * np.sqrt(tau) * ierfc


def images(xi, tau, levels, alternate=True):
    xi = np.atleast_1d(xi)[:, None]
    m = np.arange(levels)
    sign = (-1.0) ** m if alternate else np.ones(levels)
    return np.sum(sign * (level(m + xi, tau) - level(m + 1 - xi, tau)), axis=1)


def cosines(xi, tau, terms):
    xi = np.atleast_1d(xi)
    n = 2 * np.arange(terms) + 1
    amplitude = 4 / (n * PI) ** 2 * np.exp(-(n * PI) ** 2 * tau)
    return 0.5 - xi - np.cos(PI * np.outer(xi, n)) @ amplitude


def cosine_tail(tau, terms):
    """Sum of the omitted cosine amplitudes."""
    n = 2 * np.arange(terms, terms + 3000) + 1
    return np.sum(4 / (n * PI) ** 2 * np.exp(-(n * PI) ** 2 * tau))


def switch_time(levels, terms):
    return levels / (2 * PI * (2 * terms + 1))


def hybrid(xi, tau, size=3):
    if tau <= switch_time(size, size):
        return images(xi, tau, size)
    return cosines(xi, tau, size)


MANY_COSINES, MANY_IMAGES = 800, 40
grid = np.linspace(0, 1, 101)


# Finite-volume solution by diagonalization, with zero total flux at the ends.
def finite_volume_error(cells, times):
    h = 1 / cells
    matrix = (np.diag(-2 * np.ones(cells)) + np.diag(np.ones(cells - 1), 1)
              + np.diag(np.ones(cells - 1), -1))
    matrix[0, 0] = matrix[-1, -1] = -1
    source = np.zeros(cells)
    source[0], source[-1] = 1 / h, -1 / h
    rates, modes = np.linalg.eigh(matrix / h**2)
    rates = np.minimum(rates, -1e-9)   # the uniform mode is not driven
    centres = (np.arange(cells) + 0.5) * h
    worst = 0.0
    for tau in times:
        s = modes @ (np.expm1(rates * tau) / rates * (modes.T @ source))
        worst = max(worst, np.max(np.abs(s - hybrid(centres, tau))))
    return worst


fv_coarse = finite_volume_error(100, (0.01, 0.05, 0.2))
fv_fine = finite_volume_error(200, (0.01, 0.05, 0.2))
assert fv_fine < 5e-5 and 3.5 < fv_coarse / fv_fine < 4.5
print(f"finite-volume difference, 100 cells: {fv_coarse:.2e}")
print(f"finite-volume difference, 200 cells: {fv_fine:.2e}")

# Numerical inversion of the Laplace transform.
mp.mp.dps = 25
laplace_error = 0.0
for xi, tau in ((0.2, 0.01), (0.1, 0.07), (0.0, 0.3)):
    def transform(p, xi=xi):
        q = mp.sqrt(p)
        return mp.sinh(q * (mp.mpf(1) / 2 - xi)) / (p * q * mp.cosh(q / 2))
    inverse = float(mp.invertlaplace(transform, tau, method='talbot'))
    laplace_error = max(laplace_error, abs(inverse - hybrid(xi, tau)[0]))
assert laplace_error < 1e-12
print(f"largest difference from Laplace inversion: {laplace_error:.1e}")

# Truncation errors, each measured against the other series.
for size in (1, 2):
    for tau in (0.05, 0.1, 0.2):
        error = np.max(np.abs(images(grid, tau, size)
                              - cosines(grid, tau, MANY_COSINES)))
        bound = level(size, tau)
        assert 0.5 * bound < error <= bound + 5e-15
        error = np.max(np.abs(cosines(grid, tau, size)
                              - images(grid, tau, MANY_IMAGES)))
        assert abs(error - cosine_tail(tau, size)) < 1e-14
        n = 2 * size + 1
        first = 4 / (n * PI) ** 2 * np.exp(-(n * PI) ** 2 * tau)
        geometric = first / (1 - np.exp(-8 * (size + 1) * PI**2 * tau))
        assert error <= geometric + 1e-14

# True crossing of the two errors against the exponent-balance rule.
for size, allowed in ((1, 0.12), (2, 0.04)):
    rule = switch_time(size, size)

    def log_ratio(tau, size=size):
        image_error = abs(images(0, tau, size) - cosines(0, tau, MANY_COSINES))[0]
        cosine_error = abs(cosines(0, tau, size) - images(0, tau, MANY_IMAGES))[0]
        return np.log(image_error / cosine_error)
    crossing = brentq(log_ratio, 0.9 * rule, 1.2 * rule)
    assert abs(crossing / rule - 1) < allowed
    print(f"M=N={size}: tau* rule {rule:.5f}, true crossing {crossing:.5f}")

# Worst error of the combined method over all sampled times.
for size in (1, 2, 3):
    rule = switch_time(size, size)
    worst = 0.0
    for tau in np.append(np.logspace(-4, 0.3, 60), rule):
        if tau <= rule:
            difference = images(grid, tau, size) - cosines(grid, tau, MANY_COSINES)
            worst = max(worst, np.max(np.abs(difference)))
        if tau >= rule:
            difference = cosines(grid, tau, size) - images(grid, tau, MANY_IMAGES)
            worst = max(worst, np.max(np.abs(difference)))
    bound = max(level(size, rule), cosine_tail(rule, size))
    assert worst <= bound + 5e-15
    print(f"M=N={size}: tau* {rule:.5f}, worst error {worst:.1e}, bound {bound:.1e}")

# Overlap window for three image levels and three cosines.
eps = 1e-10
low = brentq(lambda tau: np.log(cosine_tail(tau, 3) / eps), 0.01, 0.1)
high = brentq(lambda tau: np.log(level(3, tau) / eps), 0.05, 0.5)


def mismatch(tau):
    return np.max(np.abs(images(grid, tau, 3) - cosines(grid, tau, 3)))


inside = max(mismatch(tau) for tau in np.linspace(low, high, 30))
below, above = mismatch(0.8 * low), mismatch(1.25 * high)
assert low < switch_time(3, 3) < high
assert inside <= 2 * eps and below > eps and above > eps
print(f"overlap window for error {eps:.0e}: tau {low:.4f} to {high:.4f}")
print(f"largest mismatch inside window: {inside:.1e}")
print(f"mismatch at 0.8 x lower edge: {below:.1e}")
print(f"mismatch at 1.25 x upper edge: {above:.1e}")

# A deliberate sign fault is seen at the end of the line, not at its middle.
tau = switch_time(3, 3)
fault = np.abs(images([0, 0.5], tau, 3, alternate=False) - cosines([0, 0.5], tau, 3))
assert fault[0] > 1e-4 and fault[1] < 1e-14
print(f"wrong image signs: mismatch at end {fault[0]:.2e}, at middle {fault[1]:.0e}")

# Terms needed by one series used alone.
for tau in (1e-2, 1e-3, 1e-4):
    needed = next(k for k in range(1, 800) if cosine_tail(tau, k) < eps)
    print(f"cosines needed for {eps:.0e} at tau={tau:.0e}: {needed}")
for tau in (1.0, 10.0):
    needed = next(k for k in range(1, 800) if level(k, tau) < eps)
    print(f"image levels needed for {eps:.0e} at tau={tau:.0f}: {needed}")

# Relative accuracy of an exponentially small early stress.
mp.mp.dps = 60
xi_mp, tau_mp = mp.mpf('0.3'), mp.mpf('0.0005')
tiny = mp.mpf(1) / 2 - xi_mp - mp.fsum(
    4 / (n * mp.pi) ** 2 * mp.cos(n * mp.pi * xi_mp) * mp.exp(-(n * mp.pi) ** 2 * tau_mp)
    for n in range(1, 402, 2))
tiny = float(tiny)
tiny_image = images(0.3, 0.0005, 3)[0]
tiny_cosine = cosines(0.3, 0.0005, 200)[0]
assert abs(tiny_image / tiny - 1) < 1e-11
assert abs(tiny_cosine - tiny) > abs(tiny)
print(f"s(0.3, 0.0005), 60 digits: {tiny:.6e}")
print(f"same, images: {tiny_image:.6e}; 200 cosines: {tiny_cosine:.1e}")

# Worked example: copper line in low-k dielectric, rough typical values, SI units.
length, width, height = 50e-6, 100e-9, 200e-9
temperature, current = 573.0, 1e10
resistivity, charge_number = 4e-8, 1.0
volume, modulus, diffusivity = 1.18e-29, 10e9, 1e-16
initial, threshold = 20e6, 100e6
kT = const.k * temperature
force = const.e * charge_number * resistivity * current
gradient = force / volume
kappa = diffusivity * modulus * volume / kT
scale_time = length**2 / kappa
scale_stress = gradient * length
hour = const.hour
print(f"line: L {length*1e6:.0f} um, width {width*1e9:.0f} nm, height {height*1e9:.0f} nm")
print(f"T {temperature:.0f} K, j {current/1e10:.1f} MA/cm2, rho {resistivity*1e8:.1f} uOhm cm")
print(f"Z {charge_number:.1f}, Omega {volume*1e27:.4f} nm3, B {modulus/1e9:.0f} GPa")
print(f"D {diffusivity*1e4:.1e} cm2/s, kappa {kappa*1e4:.3e} cm2/s")
print(f"initial stress {initial/1e6:.0f} MPa, threshold {threshold/1e6:.0f} MPa")
print(f"G {gradient/1e12:.3f} MPa/um, G L {scale_stress/1e6:.1f} MPa")
print(f"L^2/kappa {scale_time/hour:.1f} h, tau* at {switch_time(3,3)*scale_time/hour:.2f} h")
print(f"steady cathode stress {(initial + scale_stress/2)/1e6:.1f} MPa")
for hours in (1, 10, 100, 1000):
    tau = hours * hour / scale_time
    stress = (initial + scale_stress * hybrid([0, 0.1, 1], tau)) / 1e6
    print(f"t {hours} h, tau {tau:.5f}: sigma(0, 5, 50 um) = "
          f"{stress[0]:.2f}, {stress[1]:.2f}, {stress[2]:.2f} MPa")

target = (threshold - initial) / scale_stress
tau_void = brentq(lambda tau: hybrid(0, tau)[0] - target, 1e-4, 2)
time_void = tau_void * scale_time
half_line = PI * target**2 / 4 * scale_time
one_cosine = np.log(4 / PI**2 / (0.5 - target)) / PI**2 * scale_time
print(f"threshold: s {target:.5f}, tau {tau_void:.5f}, time {time_void/hour:.3f} h")
print(f"half-line estimate {half_line/hour:.3f} h, one-cosine {one_cosine/hour:.3f} h")
critical_product = 2 * volume * (threshold - initial) / (const.e * charge_number * resistivity)
print(f"jL {current*length/100:.0f} A/cm, critical jL {critical_product/100:.0f} A/cm")


# Atom balance in SI units, built from the flux; optional stress-dependent D.
def simulated_time(stress_coupling, cells=200):
    h = length / cells

    def rate(t, sigma):
        face = (sigma[1:] + sigma[:-1]) / 2
        d = diffusivity * np.exp(stress_coupling * volume * (face - initial) / kT)
        flux = d / (volume * kT) * (volume * np.diff(sigma) / h + force)
        flux = np.concatenate(([0.0], flux, [0.0]))
        return modulus * volume * np.diff(flux) / h

    def reached(t, sigma):
        return sigma[0] + gradient * h / 2 - threshold
    reached.terminal = True
    run = solve_ivp(rate, (0, 5 * time_void), np.full(cells, initial), method='LSODA',
                    lband=1, uband=1, rtol=1e-8, atol=1.0, events=reached)
    return run.t_events[0][0]


linear_time = simulated_time(0.0)
coupled_time = simulated_time(1.0)
assert abs(linear_time / time_void - 1) < 1e-3   # second-order grid error
print(f"atom-balance simulation: {linear_time/hour:.3f} h")
print(f"with D growing as exp(Omega sigma/kT): {coupled_time/hour:.3f} h "
      f"({100*(coupled_time/linear_time - 1):+.1f} %)")

# Sizes of other neglected effects.
dielectric_k, dielectric_thickness = 0.3, 0.5e-6
activation, heat_of_transport = 0.9 * const.e, 0.1 * const.e
heating = current**2 * resistivity * height * dielectric_thickness / dielectric_k
d_change = np.exp(activation / const.k * (1 / temperature - 1 / (temperature + heating))) - 1
thermo_stress = heat_of_transport * heating / (temperature * volume)
print(f"dielectric: {dielectric_k:.1f} W/(m K), {dielectric_thickness*1e6:.1f} um thick")
print(f"Joule heating, upper bound {heating:.2f} K")
print(f"D change from it {100*d_change:.1f} % (activation {activation/const.e:.1f} eV)")
print(f"thermomigration stress {thermo_stress/1e6:.1f} MPa "
      f"(heat of transport {heat_of_transport/const.e:.1f} eV)")
print(f"steady volume strain at ends {100*scale_stress/2/modulus:.2f} %")
print(f"D factor for 0.05 eV activation error {np.exp(0.05*const.e/kT):.2f}")
print("all good")
```

Printed output:

```
finite-volume difference, 100 cells: 1.73e-05
finite-volume difference, 200 cells: 4.32e-06
largest difference from Laplace inversion: 1.7e-18
M=N=1: tau* rule 0.05305, true crossing 0.05681
M=N=2: tau* rule 0.06366, true crossing 0.06497
M=N=1: tau* 0.05305, worst error 4.0e-04, bound 4.0e-04
M=N=2: tau* 0.06366, worst error 2.4e-09, bound 2.4e-09
M=N=3: tau* 0.06821, worst error 1.2e-15, bound 3.9e-17
overlap window for error 1e-10: tau 0.0377 to 0.1222
largest mismatch inside window: 1.0e-10
mismatch at 0.8 x lower edge: 3.8e-09
mismatch at 1.25 x upper edge: 5.5e-09
wrong image signs: mismatch at end 1.53e-03, at middle 1e-17
cosines needed for 1e-10 at tau=1e-02: 7
cosines needed for 1e-10 at tau=1e-03: 19
cosines needed for 1e-10 at tau=1e-04: 59
image levels needed for 1e-10 at tau=1: 9
image levels needed for 1e-10 at tau=10: 29
s(0.3, 0.0005), 60 digits: 7.771323e-24
same, images: 7.771323e-24; 200 cosines: 2.8e-17
line: L 50 um, width 100 nm, height 200 nm
T 573 K, j 1.0 MA/cm2, rho 4.0 uOhm cm
Z 1.0, Omega 0.0118 nm3, B 10 GPa
D 1.0e-12 cm2/s, kappa 1.492e-11 cm2/s
initial stress 20 MPa, threshold 100 MPa
G 5.431 MPa/um, G L 271.6 MPa
L^2/kappa 465.6 h, tau* at 31.76 h
steady cathode stress 155.8 MPa
t 1 h, tau 0.00215: sigma(0, 5, 50 um) = 34.20, 20.98, 5.80 MPa
t 10 h, tau 0.02148: sigma(0, 5, 50 um) = 64.91, 42.88, -24.91 MPa
t 100 h, tau 0.21479: sigma(0, 5, 50 um) = 142.57, 116.06, -102.57 MPa
t 1000 h, tau 2.14786: sigma(0, 5, 50 um) = 155.78, 128.62, -115.78 MPa
threshold: s 0.29460, tau 0.06891, time 32.083 h
half-line estimate 31.736 h, one-cosine 32.060 h
jL 5000 A/cm, critical jL 2946 A/cm
atom-balance simulation: 32.082 h
with D growing as exp(Omega sigma/kT): 31.448 h (-2.0 %)
dielectric: 0.3 W/(m K), 0.5 um thick
Joule heating, upper bound 1.33 K
D change from it 4.3 % (activation 0.9 eV)
thermomigration stress 3.2 MPa (heat of transport 0.1 eV)
steady volume strain at ends 1.36 %
D factor for 0.05 eV activation error 2.75
all good
```
